# Why a metal contact raises a nearby shallow donor level

**Q:** I have shallow donors in a semiconductor, some of them a few nanometres from a metal contact. An electron is attracted to a metal by its own image, so I would expect the donor level to go down near the contact. Does it?

**A:** The self-image does pull the level down, but it is not the only image. The donor ion has one too, and that image is negative, so it repels the electron. To see which wins, we must first fix what "level" means.

Let $D^+$ be the ionised donor and $D^0$ the neutral one. The level is the energy of adding the electron,
$$E=E(D^0)-E(D^+),$$
with zero at the conduction edge as it would be at the donor without image forces. For now the bands are flat, so this is also the edge far from the metal.

I take a perfect conductor filling $z<0$, a semiconductor of relative permittivity $\varepsilon$ in $z>0$, images that follow the electron instantly, and one isotropic effective mass $m$. The natural units are
$$a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{me^2},\qquad \mathrm{Ha}^*=\frac{e^2}{4\pi\varepsilon_0\varepsilon a}.$$
With lengths in $a$, energies in $\mathrm{Ha}^*$ and charges in $e$, two charges $q_1,q_2$ at distance $r$ have energy $q_1q_2/r$. The isolated donor has the hydrogen ground level, $-1/2$.

**Q:** Before we use images, what is really there? The metal contains no point charge behind its surface.

**A:** There is a surface charge. Put a charge $q$ at height $h$. Outside the metal the potential must have $q$ as its source and be constant, say zero, on the plane. The potential of $q$ together with a fictitious $-q$ at $z=-h$ does both, because every point of the plane is equally far from the two. The solution is unique, so this is the true potential outside.

At lateral distance $s$ on the plane, each of the two charges gives a normal field $-qh/(s^2+h^2)^{3/2}$. In these units the normal field equals $4\pi\sigma$, so
$$\sigma(s)=-\frac{qh}{2\pi(s^2+h^2)^{3/2}}.$$
This charge acts on the semiconductor as the image would. Inside the metal it cancels the field of $q$.

**Q:** Then the electron's energy is its charge times the potential of the images?

**A:** For the ion's image, yes. For its own image, no. The difference comes from the work done in bringing the electron in from far away while the ion stays fixed at height $d$.

Take the self-image first. At height $z'$ the electron is $2z'$ from its positive image, so the force is $-1/(2z')^2$, towards the metal. The work done against it is
$$W_{\rm self}=\int_z^\infty\left(-\frac{1}{4z'^2}\right)dz'=-\frac{1}{4z}.$$
A fixed charge at the final image position would have given $-1/(2z)$. The factor one half appears because the image retreats as the electron retreats.

The ion's image has charge $-1$ and stays at $z=-d$. It repels the electron like any fixed charge, so
$$W_{\rm ion}=+\frac{1}{r'},$$
where $r'$ is the distance from the electron to the ion's image. There is no factor one half. The electron's image also pushes on the ion, but the ion does not move, so no work is done there.

The ion's own image energy, $-1/(4d)$, is present in both $D^+$ and $D^0$ and drops out of $E$. The electron therefore obeys
$$H=\frac{p^2}{2}-\frac1r+W,\qquad W=\frac{1}{r'}-\frac{1}{4z},$$
with $r$ its distance from the ion.

**Q:** So at the donor itself I set $z=d$ and $r'=2d$.

**A:** Yes, and the competition is settled:
$$W=\frac{1}{2d}-\frac{1}{4d}=+\frac{1}{4d}.$$
Both images are at distance $2d$ from the electron and have equal and opposite charges. The repulsion counts fully and the attraction counts half, so the level rises. Integrating the force of the surface charge numerically for $d=2$ gives $0.125000$, which is $1/(4\cdot2)$.

In ordinary units the leading rise is
$$\Delta_1=\frac{e^2}{16\pi\varepsilon_0\varepsilon d}.$$
The mass has dropped out. This term is electrostatic and does not depend on how tightly the electron is bound, provided the orbit is small compared with $d$.

**Q:** The result hangs on a factor one half. Is there a way to see it without following the work?

**A:** Compare the two charge states as whole objects. From far away $D^0$ is neutral, so to leading order the metal does nothing to it. $D^+$ is a unit charge and is lowered by its own image energy, $-1/(4d)$. Hence
$$E\simeq-\frac12-\left(-\frac{1}{4d}\right)=-\frac12+\frac{1}{4d}.$$
The level rises because the metal stabilises the ionised donor and leaves the neutral one nearly alone.

The same argument covers other charge states. A compact centre of total charge $Q$ has image energy $-Q^2/(4d)$. Adding one electron changes $Q$ to $Q-1$, so the corresponding level shifts by
$$\frac{Q^2-(Q-1)^2}{4d}=\frac{2Q-1}{4d}.$$
For $Q=1$ this is our rise. For a doubly charged donor, $Q=2$, it is three times larger. For $Q=0$, an electron added to a neutral centre, it is negative: there is no ion image to repel the electron, and your first expectation is right.

**Q:** My conduction edge is itself lowered near the metal by the image force. Is the rise just a matter of reference?

**A:** The reference changes its size but not its sign. A free electron at height $d$, with no ion present, has image energy $-1/(4d)$. Measured from that lowered local edge, the level rises by $1/(4d)+1/(4d)=1/(2d)$, which is the ion-image term alone. Measured from the edge without images, it rises by $1/(4d)$. The second reference suits an electron that is released into the semiconductor far from the metal, and I keep to it.

**Q:** The electron is spread over an orbit. It feels a strong image force on the metal side and a weaker one on the far side. Doesn't that distort the orbit?

**A:** When the orbit is small compared with $d$, less than either image alone would. Write $z=d+\zeta$, let $\rho$ be the lateral distance from the donor axis, and $r^2=\rho^2+\zeta^2$. For the ion's image
$$r'^2=\rho^2+(2d+\zeta)^2=4d^2(1+x),\qquad x=\frac{\zeta}{d}+\frac{r^2}{4d^2}.$$
With $(1+x)^{-1/2}=1-x/2+3x^2/8-\dots$, kept to second order in the electron coordinates,
$$\frac1{r'}=\frac1{2d}\left[1-\frac{\zeta}{2d}-\frac{r^2}{8d^2}+\frac{3\zeta^2}{8d^2}\right]
=\frac1{2d}-\frac{\zeta}{4d^2}+\frac{2\zeta^2-\rho^2}{16d^3}.$$
For the self-image the geometric series gives
$$-\frac{1}{4(d+\zeta)}=-\frac1{4d}+\frac{\zeta}{4d^2}-\frac{\zeta^2}{4d^3}+\dots$$
In the sum the linear terms cancel:
$$W=\frac1{4d}-\frac{\rho^2+2\zeta^2}{16d^3}+\dots$$
At the donor site the two image forces are equal and opposite, so the images produce no uniform field there.

**Q:** What does the quadratic term do to the level?

**A:** Average it over the unperturbed density $e^{-2r}/\pi$. The radial moments are
$$\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}},$$
so $\langle r^2\rangle=3$. By spherical symmetry $\langle\zeta^2\rangle=1$ and $\langle\rho^2\rangle=2$. The contribution is $-(2+2)/(16d^3)=-1/(4d^3)$. It is the van der Waals attraction of the neutral donor to the metal, in this instantaneous-image model.

The cubic terms are odd in $\zeta$ and average to zero. In fourth order the ion-image part also averages to zero: its source lies outside the orbit, so its average over a sphere centred on the donor is its value at the centre. The self-image leaves $-\zeta^4/(4d^5)$. With $\langle r^4\rangle=45/2$ and $\langle\zeta^4\rangle=\langle r^4\rangle/5=9/2$, this gives $-9/(8d^5)$.

Distortion of the orbit enters in second order. The perturbation that can distort it starts at $d^{-3}$, so its effect starts at $d^{-6}$. Therefore
$$\Delta=\frac1{4d}-\frac1{4d^3}-\frac9{8d^5}+O(d^{-6}),$$
or, with units restored,
$$\Delta=\frac{e^2}{16\pi\varepsilon_0\varepsilon d}\left[1-\frac{a^2}{d^2}-\frac{9a^4}{2d^4}+\dots\right].$$

**Q:** Can you show that the two images really play these roles, rather than just fitting the total?

**A:** Switch them on one at a time. Each alone leaves a linear term $F\zeta$ with $|F|=1/(4d^2)$, and this polarises the donor. We need the resulting Stark shift.

Let $\psi$ be the ground state and seek $g$ such that $(H_0+\tfrac12)g\psi=\zeta\psi$. Since $\psi\propto e^{-r}$, this reduces to
$$-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}=\zeta.$$
Try $g=\zeta(1+r/2)$. From $\nabla^2(\zeta r)=4\zeta/r$ the first term is $-\zeta/r$; the second is $\zeta/r+\zeta$. The equation holds. The first-order change of the state is $-Fg\psi$, so the energy changes by
$$-F^2\left\langle\zeta^2\left(1+\frac r2\right)\right\rangle=-F^2\left(1+\frac{\langle r^3\rangle}{6}\right)=-\frac94F^2,$$
using $\langle r^3\rangle=15/2$. With $F^2=1/(16d^4)$ this is $-9/(64d^4)$. The separate laws are
$$\Delta_{\rm self}=-\frac1{4d}-\frac1{4d^3}-\frac9{64d^4}-\frac{9}{8d^5}+\dots,\qquad
\Delta_{\rm ion}=\frac1{2d}-\frac9{64d^4}+\dots$$

I compared these with a numerical diagonalisation of $H$ in the half-space, with the wave function set to zero at the metal. At $d=12$ the self-image alone shifts the level by $-0.020990$, against $-0.020989$ from the law. The ion image alone gives $+0.041660$, as does its law. The separate shifts add up to $0.020670$, but with both images present the rise is $0.020684$. The difference, $1.4\times10^{-5}$, is, to leading order, the two Stark shifts, $2\cdot9/(64\cdot12^4)$, which disappear when the forces cancel.

**Q:** How close to the metal can I trust the expansion?

**A:** At $d=4$ the three terms give $0.0575$ and the diagonalisation gives $0.0587$. At $d=2$ they give $0.059$, while the diagonalisation gives $0.139$, even more than the leading term, $0.125$. So the series is useless at two radii. At this distance the hard wall also cuts into the orbit, an effect that the expansion leaves out. A real metal has no such wall, so the number at $d=2$ describes the model and not a contact.

At large $d$ the approach is regular. If the first two terms are subtracted from the computed rise and the remainder is multiplied by $d^5$, the result is $-1.42$, $-1.24$ and $-1.19$ at $d=8$, $12$ and $16$, tending towards $-9/8$.

**Q:** Put in numbers for silicon. Say a phosphorus-like donor 15 nm from a nickel-silicide-like contact.

**A:** I use rough typical values: $\varepsilon=11.7$ and masses $0.19$ and $0.92\,m_e$ across and along a valley. Averaging the inverse masses gives
$$\frac{m}{m_e}=\frac{3}{2/0.19+1/0.92}=0.258.$$
Then $a=2.40$ nm, $\mathrm{Ha}^*=51.35$ meV and $d/a=6.26$. The scaled binding energy is half of $\mathrm{Ha}^*$, or $25.7$ meV.

One unit of image energy is
$$\frac{\mathrm{Ha}^*}{4d/a}=\frac{51.35}{4\times6.26}\ \text{meV}=2.05\ \text{meV}.$$
The self-image contributes $-2.05$ meV and the ion's image $+4.10$ meV, leaving $+2.05$ meV. The next term is $-2.05/6.26^2=-0.052$ meV, and the third is $-0.006$ meV. Their sum, $1.99$ meV, agrees with the diagonalisation. The rise is about $0.0020$ eV, or 8% of the scaled binding energy.

With everything but distance held fixed, the diagonalised rise is $2.90$ meV at 10 nm, $1.51$ meV at 20 nm and $1.02$ meV at 30 nm. The leading term alone gives $3.08$, $1.54$ and $1.03$ meV.

**Q:** Phosphorus in silicon is bound by more than 26 meV, and silicon is not isotropic. Does that spoil the estimate?

**A:** It hardly touches the leading term. The real depth is roughly 45 meV. An ellipsoidal trial state with the two masses gives 29.6 meV; the single-valley model leaves out the short-range potential of the donor core and the coupling between valleys. But the $2.05$ meV came from the charges, the permittivity and the distance alone.

The anisotropy changes the small second term. With ellipsoid radii $2.44$ and $1.40$ nm it becomes $-0.036$ meV for a valley along the surface normal and $-0.045$ meV for one in the plane. These are trial-state values; the converged single-valley state moves the second to $-0.046$ meV. The $0.01$ meV between them is far below the valley-orbit splitting, roughly 12 meV, so the metal barely remixes the valleys by this route.

**Q:** And a real metal does not screen at a mathematical plane.

**A:** Its screening charge has a depth $\lambda$, here roughly $0.05$ nm. Consider a potential with lateral wave number $k$. In the metal it decays with $q=\sqrt{k^2+\lambda^{-2}}$. Let the incoming amplitude be 1 and the reflected one $-R$. Continuity of the potential makes the amplitude in the metal $1-R$. Continuity of the normal displacement, with background permittivity 1 in the metal, requires $\varepsilon k(1+R)=q(1-R)$. Hence
$$R=\frac{q-\varepsilon k}{q+\varepsilon k}\simeq1-2k\varepsilon\lambda\simeq e^{-2k\varepsilon\lambda}$$
for small $k\varepsilon\lambda$. A perfect image returns to height $d$ with the factor $e^{-2kd}$, so the correction replaces $d$ by $d+\varepsilon\lambda$. The image plane moves back by $11.7\times0.05=0.585$ nm, and the leading rise falls to $2.05\times15/15.585=1.97$ meV, a 4% reduction. This model keeps all the screening charge behind the plane. Electrons that spill out of a real metal into the semiconductor are left out, so the 4% indicates the size of the correction, not its value for a silicide.

**Q:** My contact also has a depletion field. Would I see 2 meV on top of that?

**A:** Only if you subtract the field's effect carefully. For a barrier of $0.65$ eV and doping of $10^{14}$ cm$^{-3}$, both rough, and with the whole barrier taken as band bending, the field at the contact is $0.0045$ MV/cm. That is 1.5% of a rough breakdown field of $0.3$ MV/cm. It is also $0.448$ meV/nm, so over 15 nm the band edge falls by $6.7$ meV from its value at the contact, and the donor level falls with it. This common shift exceeds the image rise, but it does not alter the level's position relative to the edge. The field's Stark shift does, by $-0.05$ meV. At room temperature and without applied voltage these field effects are overstated: the Fermi level deep in such lightly doped silicon lies about $0.3$ eV below the band edge, so the bands bend by only about half the barrier. The field is then about $0.7$ times as large, and the Stark shift about half.

The low doping matters. In a depletion layer $F^2$ is proportional to doping, and so is the Stark shift. At $10^{16}$ cm$^{-3}$ the same formula would give $-5$ meV, but it no longer applies. The field is then $F=0.21$ in natural units, and the top of the barrier along the field, at $-2\sqrt F=-0.91$, lies below the level of the scaled donor. In this model the electron escapes, and there is no sharp level whose 2 meV rise could be seen. Real phosphorus is bound more deeply and holds its electron longer, so this conclusion should not be carried over to it.

**Q:** Is the donor even occupied so close to the metal?

**A:** In equilibrium, no. Its level lies about $650-45-7+2=600$ meV above the metal's Fermi level, so it is ionised. The level describes an electron that is captured and then released. At 300 K, $kT=26$ meV, so a 2 meV change alters a Boltzmann factor by only about 8%; at 4.2 K, $kT$ is $0.36$ meV.

A captured electron can also tunnel into the metal, which the hard wall forbids. A WKB estimate along the shortest path has exponent $4.0$ and gives a level width of
$$\frac{51.35}{2\pi}e^{-4.02}\ \text{meV}\approx0.15\ \text{meV}.$$
This is a crude one-dimensional estimate. It ignores the lateral motion of the electron and the states of the metal, so the true width may differ from it by a large factor. The estimate itself lies well below the rise. Tunnelling out into the semiconductor under the depletion field is negligible by the same kind of estimate. An ionised neighbour at the mean spacing of 215 nm and at the same height shifts the level, with its image, by $-0.0055$ meV. If it lies straight behind the donor, deeper in the semiconductor, the shift is $-0.07$ meV. These ions are the depletion charge itself, whose average effect is the band bending already counted. They are placed at random, and the closer ones matter much more: their summed potential at the donor typically scatters by a few tenths of a meV from site to site, and occasionally by 1 meV.

**Q:** How does this compare with the contacts in an actual transistor?

**A:** The barrier, masses and permittivity are of the right size for silicon and a nickel silicide, but the doping is far from typical. Source and drain regions under silicide contacts are doped to roughly $10^{20}$ cm$^{-3}$. The mean donor spacing is then about 2 nm, less than the orbital radius of $2.4$ nm. Orbitals overlap, mobile electrons screen the ions, and there is no isolated donor level to shift. The assumption that breaks is the single donor, and the 2 meV result should not be carried over. It applies to a sparse donor in lightly doped silicon, with the field's contribution accounted for.

**Q:** Suppose I replace the metal with an insulator. Does the level still rise?

**A:** Not if the insulator has the smaller permittivity. Let it be $\varepsilon'$. Seen from the semiconductor, a charge $q$ has an image $q_i$; seen from the insulator, the field comes from an effective charge $q_t$ at the position of $q$. Matching the potential and the normal displacement gives
$$\frac{q+q_i}{\varepsilon}=\frac{q_t}{\varepsilon'},\qquad q-q_i=q_t
\quad\Rightarrow\quad q_i=\frac{\varepsilon-\varepsilon'}{\varepsilon+\varepsilon'}\,q.$$
For $\varepsilon'\to\infty$ this returns the metal's $-q$. For $\varepsilon'<\varepsilon$ the image has the same sign as the charge. Both terms in $W$ then change sign and shrink by the same factor, so the leading shift is
$$-\frac{\varepsilon-\varepsilon'}{\varepsilon+\varepsilon'}\,\frac1{4d}.$$
If $\varepsilon'=\varepsilon/3$, the factor is one half. At 15 nm the donor in our example would go down by about $1.0$ meV instead of up by $2.05$ meV. The electron is now repelled by its own image and attracted by the ion's, and the ion's image again counts twice as much.

## Computed results

```
TESTS IN EFFECTIVE ATOMIC UNITS (length a, energy Ha*)
work at donor site, d=2, from surface charge: 0.125000 Ha*
d=   2 a: rise 0.138775, 1/(4d) 0.125000 Ha*
d=   3 a: rise 0.079744, 1/(4d) 0.083333 Ha*
d=   4 a: rise 0.058749, 1/(4d) 0.062500 Ha*
d=   6 a: rise 0.040332, 1/(4d) 0.041667 Ha*
d=   8 a: rise 0.030718, 1/(4d) 0.031250 Ha*
d=  12 a: rise 0.020684, 1/(4d) 0.020833 Ha*
d=  16 a: rise 0.015563, 1/(4d) 0.015625 Ha*
d=   8 a: d^5 coefficient -1.424 (limit -1.125)
d=  12 a: d^5 coefficient -1.245 (limit -1.125)
d=  16 a: d^5 coefficient -1.191 (limit -1.125)
d=12 a, self-image only: -0.020990, law -0.020989 Ha*
d=12 a, ion image only: 0.041660, law 0.041660 Ha*
EXAMPLE: DONOR IN SILICON NEAR A SILICIDE (rough inputs)
permittivity 11.7, masses 0.19 and 0.92 m_e, mean 0.258 m_e
distance d 15.0 nm, radius a 2.40 nm, d/a 6.26
Ha* 51.35 meV, scaled binding energy 25.68 meV
self-image at the site -2.051 meV
ion image at the site +4.102 meV
net leading rise 2.051 meV = 0.002051 eV
second term -0.052 meV
third term -0.0060 meV
rise from diagonalization 1.991 meV
d=10 nm: leading 3.077, diagonalized 2.898 meV
d=20 nm: leading 1.538, diagonalized 1.515 meV
d=30 nm: leading 1.026, diagonalized 1.019 meV
SIZES OF NEGLECTED EFFECTS
metal screening length 0.05 nm (rough)
image plane moved back by 0.585 nm
leading rise with metal screening 1.974 meV
ellipsoid radii 2.44 and 1.40 nm
ellipsoid binding energy 29.61 meV
second term, valley along normal -0.0359 meV
second term, valley in plane -0.0450 meV
valley-orbit splitting 12 meV (rough)
barrier 0.65 eV, doping 1e+14 cm^-3 (rough)
depletion field at contact 0.00448 MV/cm
field / breakdown field (rough 0.3 MV/cm) 0.015
common shift of level and edge by field 6.73 meV
Stark shift by depletion field -0.051 meV
to metal: WKB exponent 4.02, rough width 1.5e-01 meV
field ionization: WKB exponent 19.2, rough width 3.8e-08 meV
neighbour ion at 215 nm, with image -0.0055 meV
kT at 4.2 K 0.362 meV, at 300 K 25.85 meV
real donor depth 45 meV (rough)
level above metal Fermi level 600 meV
```
